# Polarizability of potassium: one valence electron outside a polarizable core

An atom in an S state has no preferred direction and a definite parity. Reversing a uniform field \(\mathbf F\) therefore cannot change its energy. If no state of opposite parity is degenerate with it (hydrogen 2s, degenerate with 2p, is an exception and shifts linearly), the lowest term in the field is a scalar times \(F^2\):
\[ E(F)=E_0-\tfrac12\alpha F^2+O(F^4). \]
In Hartree atomic units \(\alpha\) is a squared dipole length divided by an energy, which is a volume in bohr³. For one electron with one dominant excitation of energy \(\Delta E\), the combination \(f\sim\Delta E\times(\text{length})^2\) is a dimensionless oscillator strength, so \(\alpha\approx f/\Delta E^2\). A gap of 0.0593 Ha gives \(1/\Delta E^2=284\). A core of polarizability \(\alpha_c\) responds to the total field at its position, made of \(\mathbf F\) and the field \(\mathbf r/r^3\) of the electron. The scalars quadratic in these two vectors are \(F^2\), \(\mathbf F\cdot\mathbf r/r^3\) and \(1/r^4\), so the core can add three terms and no others at order \(\alpha_c\). The second changes the dipole by the fraction \(\alpha_c/r^3\), about \(5.45/5^3=0.044\) at \(r\approx5\) bohr.

## Problem

Treat K as one valence electron outside a closed-shell K⁺ core, nonrelativistically, with the nucleus fixed at the origin and the field \(F\) along \(z\).

(a) Derive the polarizability \(\alpha_v\) of an \(s\) electron in a central potential and check it on hydrogen.

(b) Fit the semilocal potential \(V_l=-1/r+A_le^{-b_lr^2}\) to the frozen-core Hartree–Fock levels 4s, 5s, 4p, 5p and find \(\alpha_v\).

(c) Let the core respond linearly, adiabatically and as a dipole. Derive the three correction terms.

(d) Use the cutoff \(w(r)=(1-e^{-\gamma r^2})^2\), with \(\gamma\) fixed by the chosen level \(\varepsilon_{4s}=-0.1595\) Ha. This level and the chosen reference \(\varepsilon_{4p}=-0.1002\) Ha are inputs of the model; to two figures (\(-0.16\) and \(-0.10\) Ha) they are those of real K. Find how much each term contributes, and whether adding \(\alpha_c\) and screening the dipole are enough to reach the measured value of roughly 290.

## Solution

### (a) One electron in a central potential

The electron has charge \(-1\), so its energy in the field is \(+Fz=Fr\cos\theta\). The more general form \(F\,D(r)\cos\theta\) covers part (c) as well; here \(D=r\). Write the states as \(u_{nl}(r)Y_{lm}/r\) with \(\int u^2dr=1\) and
\[ h_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_l(r). \]
The first-order energy vanishes by parity. Since \(\cos\theta\propto Y_{10}\), the \(s\) state couples only to \(l=1\), \(m=0\), with
\[ \langle Y_{10}|\cos\theta|Y_{00}\rangle=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac{\sqrt3}{4\pi}\cdot\frac{4\pi}{3}=\frac1{\sqrt3}. \]
With the radial integrals \(R_n=\int u_{np}\,D\,u_s\,dr\), second-order theory gives \(E^{(2)}=-F^2\sum_n\tfrac13R_n^2/(\varepsilon_{np}-\varepsilon_s)\). Setting this equal to \(-\tfrac12\alpha_vF^2\),
\[ \alpha_v=\frac23\sum_n\frac{R_n^2}{\varepsilon_{np}-\varepsilon_s}=\sum_n\frac{f_n}{\Delta E_n^2},\qquad f_n=\tfrac23\Delta E_nR_n^2,\quad\Delta E_n=\varepsilon_{np}-\varepsilon_s . \]
The sum includes the continuum. It is done in closed form by defining \(x=\sum_nu_{np}R_n/\Delta E_n\). Applying \(h_1-\varepsilon_s\) multiplies each term by \(\Delta E_n\), and completeness of the \(u_{np}\) gives \(\sum_nu_{np}R_n=Du_s\). This is the Dalgarno–Lewis form:
\[ (h_1-\varepsilon_s)\,x=D\,u_s,\qquad\alpha_v=\tfrac23\int u_s\,D\,x\,dr . \]

For hydrogen \(u_s=2re^{-r}\) and \(\varepsilon_s=-\tfrac12\). Put \(x=g\,e^{-r}\), so that \(x''=(g''-2g'+g)e^{-r}\). The terms \(-g/2\) and \(+g/2\) cancel and
\[ -\tfrac12g''+g'+\frac{g}{r^2}-\frac gr=2r^2 . \]
For \(g=ar^2+br^3\) the left side is \((-a-3br)+(2ar+3br^2)+(a+br)-(ar+br^2)=(a-2b)r+2br^2\), so \(b=1\) and \(a=2\). Using \(\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}\),
\[ \int 2r^2(2r^2+r^3)e^{-2r}dr=4\cdot\frac{24}{32}+2\cdot\frac{120}{64}=\frac{27}{4},\qquad\alpha=\frac23\cdot\frac{27}4=\frac92 . \]
The finite-difference grid used below (step 0.02 bohr, out to 70 bohr) gives 4.5014.

### (b) The frozen-core potential and its ECP

The virtual orbitals of a closed-shell Hartree–Fock calculation on K⁺ are eigenfunctions of the Fock operator of the ion. They describe one added electron that feels the Coulomb and exchange field of an unrelaxed core and is orthogonal to it. An uncontracted even-tempered 22s16p6d Gaussian basis gives, in Ha,
\[ \varepsilon_{4s}=-0.14697,\quad\varepsilon_{5s}=-0.06095,\quad\varepsilon_{4p}=-0.09555,\quad\varepsilon_{5p}=-0.04556 . \]
The sum of part (a) over these virtual \(p\) orbitals is the all-electron frozen-core reference, called AE. The last digit of these levels is not converged in the basis: a denser 36s26p16d set moves \(\varepsilon_{4s}\) to \(-0.14695\) Ha. The ECP parameters fitted below are sensitive to this shift (\(A_s\) falls by about 0.5 Ha and \(A_p\) by about 0.1 Ha), while the frozen-core polarizabilities rise by only about 0.2.

The effective core potential replaces orthogonality to the core by a repulsive Gaussian, so that the nodeless lowest state of \(h_0\) stands for 4s and that of \(h_1\) for 4p. Outside the core \(V_l=-1/r\), and the decaying solution at a given energy is fixed up to its amplitude. One level fixes the shape of the tail; the amplitude depends on how much norm lies inside the core. The second level controls that norm. Differentiate \(u''=2(V-\varepsilon)u\) with respect to \(\varepsilon\) (a dot), where \(V\) includes the centrifugal term: \(\dot u''=2(V-\varepsilon)\dot u-2u\). Then \((u\dot u'-u'\dot u)'=u\dot u''-u''\dot u=-2u^2\). Integrating from 0, where \(u=\dot u=0\), to \(r_0\), and dividing by \(u(r_0)^2\),
\[ \frac{\partial}{\partial\varepsilon}\frac{u'}{u}\Big|_{r_0}=-\frac{2}{u(r_0)^2}\int_0^{r_0}u^2dr . \]
Matching two levels matches \(u'/u\) at two energies, and hence approximately its slope and the inner norm. The match is approximate because the slope is a finite difference and because the identity assumes a radially local potential, which exchange is not. Taking the short-range solution (\(b\) searched between 8 and 0.1 bohr⁻²) on the grid above, whose finite step raises \(A_s\) by about 0.03 Ha, the fits give \(A_s=15.6786\) Ha, \(b_s=0.8746\) bohr⁻², \(A_p=2.8866\) Ha, \(b_p=0.3775\) bohr⁻².

The gap is \(-0.09555+0.14697=0.05142\) Ha and the ECP radial integral is \(R=5.6220\) bohr. The 4p term is
\[ \frac23\cdot\frac{5.6220^2}{0.05142}=\frac{21.071}{0.05142}=409.8, \]
and the full sum is 411.00, the other \(p\) states adding \(411.00-409.81=1.19\). The AE value is 407.42. The ECP is higher by 0.9 %, almost all of it through \(R\) (5.6220 against 5.5979), since the 4s–4p gaps agree by construction: the 4p terms differ by \(409.81-406.30=3.51\) out of a total difference of \(411.00-407.42=3.58\), and the other \(p\) states supply the remaining 0.07.

The oscillator strength \(f=1.0835\) exceeds one, which is no error. For a local potential \([z,[h,z]]=1\), and inserting a complete set gives \(\sum_n2\Delta E_n|z_{n0}|^2=\sum_nf_n=1\). An \(l\)-dependent potential does not commute with \(z\) and adds to the commutator. In the AE case the nonlocal exchange operator also changes the commutator, but only slightly; the excess over one arises because the core \(p\) states, which lie below 4s and carry negative \(f\), are absent from the sum.

### (c) The polarizable core

The core's excitation energies are of order one hartree (a rough size), far above the valence gap, so the core follows the valence electron instantaneously. A linear dipole response is described by the energy \(p^2/2\alpha_c\) needed to create a dipole \(\mathbf p\). The net charge \(+1\) of the core sits at the origin, where the potential \(-\mathbf F\cdot\mathbf x\) vanishes, and adds nothing. The electron at \(\mathbf r\) produces the potential \(\phi(\mathbf x)=-1/|\mathbf x-\mathbf r|\). Since \(\nabla_{\mathbf x}|\mathbf x-\mathbf r|^{-1}=-(\mathbf x-\mathbf r)/|\mathbf x-\mathbf r|^3\), its field is
\[ -\nabla_{\mathbf x}\phi=-\frac{\mathbf x-\mathbf r}{|\mathbf x-\mathbf r|^3}\;\xrightarrow{\ \mathbf x=0\ }\;+\frac{\mathbf r}{r^3}, \]
pointing toward the negative charge. With a cutoff factor, \(\mathbf f=w(r)\,\mathbf r/r^3\). The energy is
\[ U(\mathbf p)=\mathbf F\cdot\mathbf r+\frac{p^2}{2\alpha_c}-\mathbf p\cdot(\mathbf F+\mathbf f). \]
Setting \(\partial U/\partial\mathbf p=0\) gives \(\mathbf p=\alpha_c(\mathbf F+\mathbf f)\), and substitution gives \(\tfrac12\alpha_c|\mathbf F+\mathbf f|^2-\alpha_c|\mathbf F+\mathbf f|^2=-\tfrac12\alpha_c|\mathbf F+\mathbf f|^2\). Expanding the square, with \(f^2=w^2/r^4\),
\[ U_{\min}=-\tfrac12\alpha_cF^2+\mathbf F\cdot\mathbf r\Big(1-\frac{\alpha_cw}{r^3}\Big)-\frac{\alpha_cw^2}{2r^4}. \]
The first term is a constant and adds \(\alpha_c\) to \(\alpha\). The third is present at zero field; it is the core polarization potential (CPP), the long-range form of core-valence correlation. The second is a screened dipole; the factor 2 of the cross term has cancelled the \(\tfrac12\). The electron pulls the positive side of the core toward itself, and the induced dipole \(+\alpha_c\mathbf f\) opposes the electron's own dipole \(-\mathbf r\). Part (a) then applies unchanged:
\[ \alpha=\alpha_c+\frac23\sum_n\frac{\langle u_{np}|D|u_{4s}\rangle^2}{\varepsilon_{np}-\varepsilon_{4s}},\qquad D=r\Big(1-\frac{\alpha_cw}{r^3}\Big), \]
with the states of \(h_l-\alpha_cw^2/2r^4\). The dipole carries \(w\) and the potential carries \(w^2\); the cross term is linear in \(\mathbf f\) and the CPP is quadratic. Using the CPP with the bare dipole, as approximation (3) below does for bookkeeping, is inconsistent: it keeps one term of order \(\alpha_c\) and drops a second from the same square. For \(\alpha_c\to0\) part (b) returns, and for a Rydberg electron \(\alpha_c/r^3\to0\), so the screening of the dipole becomes negligible. The CPP does not drop out: the \(s\) and \(p\) orbitals still reach the core region, where the CPP shifts the levels that set the gaps.

The cutoff is required in the CPP. For \(w=1\) and \(u_s\propto r\) the integral \(\int u_s^2r^{-4}dr\) diverges, and \(-1/r^4\) outruns the kinetic energy \(\sim1/r^2\) of a state squeezed to size \(r\), so the Hamiltonian has no lower bound. Physically the electron's field is not uniform over the core once it enters. With \(w\approx\gamma^2r^4\) at small \(r\), the CPP vanishes as \(-\tfrac12\alpha_c\gamma^4r^4\) and \(D\approx r-\alpha_c\gamma^2r^2\). The shape of \(w\) is a modelling choice. Quadrupole polarization, the lag of the core behind the electron and relativity are not in the model, and fitting \(\gamma\) absorbs their effect on 4s. The result is therefore semi-empirical.

The core polarizability comes from Hartree–Fock on K⁺ in a field \(F=0.004\): the induced dipole gives \(\alpha_c=5.4530\), and \(-2\Delta E_{\rm ion}/F^2\) gives 5.4529. Both routes share the basis, so their agreement does not test it; the denser 36s26p16d set gives 5.46. The same calculation checks the long-range form of the screening term, where \(w=1\); it says nothing about the shape of \(w\) inside the core. Let \(\delta n\) be the change in electron number density. At first order it has \(l=1\) only, so outside the core the multipole expansion gives the potential energy \(\int\delta n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'=(z/r^3)\int\delta n\,z'\,d^3r'\). The dipole is \(p=-\int\delta n\,z'\,d^3r'=\alpha_cF\), so the induced potential energy is \(-\alpha_cFz/r^3\), the screening term with \(w=1\). On the axis at \(z=8\) bohr the formula gives \(-5.4530/64=-0.085203\) per unit field and the computed density gives \(-0.085204\).

### (d) The four approximations

Fitting 4s gives \(\gamma=0.5091\) bohr⁻² for the ECP and 0.5339 for AE, where the CPP is diagonalized among the virtual orbitals. The totals, in atomic units, are:

| approximation | ECP | AE |
|---|---|---|
| (1) frozen core | 411.00 | 407.42 |
| (2) plus \(\alpha_c\) | 416.46 | 412.88 |
| (3) plus CPP, bare dipole | 319.42 | 316.99 |
| (4) plus screened dipole | 293.00 | 291.01 |

Adding \(\alpha_c\) moves the value away from 290. Screening on top of it does not repair this. With frozen-core orbitals the screened integral is 0.9641 times the bare one, so the 4p term becomes \(409.81\times0.9641^2=380.9\), and with \(\alpha_c\) 386.4, plus about one unit from other states. This figure is not the self-consistent Hartree–Fock polarizability of the neutral atom. In a field the valence state acquires \(\langle\mathbf f\rangle\propto F\), and the mean-field part \(-\tfrac12\alpha_c|\langle\mathbf f\rangle|^2\) of the CPP, which is of order \(F^2\) and raises \(\alpha\), is kept by Hartree–Fock but absent here. The answer to the question in (d) is no: the CPP is needed, and it is the largest correction, \(-97.03\) against \(-26.43\) for screening in the order of the table. The split depends on the order: screening applied first removes about 29 units (\(409.81-380.9\) in the 4p term), and the CPP is still the larger step.

The CPP is attractive and strongest near the core. It lowers 4s by \(0.15950-0.14697=0.01253\) Ha and the more distant 4p by \(0.10025-0.09555=0.00470\) Ha. The gap opens to 0.05925 Ha and the orbitals contract to \(R=5.2706\) bohr. The 4p term \(\tfrac23R^2/\Delta E\) changes by the factor
\[ \Big(\frac{5.2706}{5.6220}\Big)^2\frac{0.05142}{0.05925}=0.8789\times0.8678=0.7627, \]
which agrees with \(312.55/409.81=0.7627\). The two factors are not independent, because deeper binding means a shorter tail. In the form \(f/\Delta E^2\) the gap supplies \(0.8678^2=0.7531\) and \(f\) hardly moves, from 1.0835 to 1.0973, a factor 1.0127; the product is again 0.7627.

Screening leaves the gap alone and reduces \(R\) to 5.0469 bohr, a ratio of 0.9576, of the size of the estimate \(1-0.044\) from the opening. That estimate varies as \(r^{-3}\) (\(r=5.27\) bohr gives 0.037), so only its order is meaningful. The screening is stronger than for the frozen orbitals (0.9641) because the contracted orbitals sample larger \(1/r^3\). Then
\[ f=\tfrac23\times0.05925\times5.0469^2=1.006,\qquad\frac23\cdot\frac{5.0469^2}{0.05925}=\frac{16.981}{0.05925}=286.6 . \]
The other \(p\) states add \(287.54-286.59=0.95\), and \(\alpha=287.54+5.45=293.0\). The AE total is 291.01. These lie 1.0 % and 0.3 % above the rough value 290. That value is a rounded figure, and both deviations are of the size of the model's own uncertainty, discussed below, so they do not rank the models.

### How far the result can be trusted

The 4p level was not fitted. The ECP predicts \(-0.10025\) Ha and AE predicts \(-0.10046\) Ha, against the reference \(-0.1002\). Both predictions lie within 0.0003 Ha of the reference, out of a CPP shift of about 0.005 Ha. Since \(\gamma\) absorbs effects absent from the model, and does so for 4s only, this comparison shows that both models give a 4p level of the right size; it is not a ground for ranking them. Readjusting \(A_p\) to 2.8983 Ha puts 4p on the reference, makes the gap 0.05930 Ha and leaves \(R=5.0469\). Logarithmic differentiation of the 4p term gives \(\delta\alpha/\alpha=2\delta R/R-\delta\Delta E/\Delta E\), hence \(-286.6\times0.00005/0.05925=-0.24\), against the computed \(292.77-293.00=-0.23\).

The cutoff in \(D\) can be judged against the field-induced change \(\delta\hat F\) of the Fock operator of K⁺, which contains the bare field and the self-consistent Coulomb and exchange response of the core (the static random-phase approximation). Terms of order \(F^2\) have even parity and do not connect \(s\) with \(p\), so \(\langle4s|\delta\hat F|4p\rangle/F\) is the screened dipole. Its ratio to the bare element is 0.9664, a reduction of 0.0336, while the model gives 0.0359 (ECP) and 0.0357 (AE) with frozen-core states (AE uses the same Hartree–Fock orbitals, the ECP its own nodeless ones). The model over-screens by 6 to 7 % of the correction, and reducing the screening contribution of \(-26.43\) by the fraction \(0.0023/0.0359=0.064\) would raise \(\alpha\) by about 1.7 units.

Small core-valence terms are also left out, and one of them is easy to estimate. In the free ion \(\alpha_c\) includes excitations of a core \(p_z\) electron \(c\) into 4s, each spin contributing \(2|\langle4s|z|c\rangle|^2/(\varepsilon_{4s}-\varepsilon_c)\) in an independent-particle estimate. In the atom one spin is occupied and its contribution must be removed, which gives \(2\sum_c|\langle4s|z|c\rangle|^2/(\varepsilon_c-\varepsilon_{4s})=-0.124\) for \(c=2p_z,3p_z\). The estimate uses the bare dipole, and it is not the only term of its kind: the \(F^2\) part of \(\delta\hat F\) has a diagonal element in 4s that also contributes to \(\alpha\) and is not evaluated here. The estimated term is smaller than the two-unit difference between ECP and AE, and that difference, under 1 %, is a fair lower estimate of the model's uncertainty. The shape of \(w\) matters as much: with \(w=1-e^{-\gamma r^2}\), \([1-e^{-(r/\rho)^6}]^{1/2}\) or \(r^2/(r^2+\rho^2)\), each refitted to the same 4s level, the AE total ranges from 289.8 to 293.6 and the ECP total from 292.5 to 293.2. The decimals in the table serve the bookkeeping only: the denser basis moves rows (1) and (2) by about 0.2 and row (4) by less than 0.1.

The scheme fails when the core has low excitations, so that it cannot follow adiabatically, and when the valence orbital lies largely inside the core, so that the result depends on the shape of \(w\). An ECP fitted directly to measured levels already contains the CPP shift; adding the CPP to it counts the shift twice, although \(\alpha_c\) and the screened dipole are still needed. With several valence electrons \(\mathbf f\) is a sum, and its square produces two-electron terms \(-\alpha_c\mathbf f_i\cdot\mathbf f_j\).

The numerical check below labels approximations (1) to (4) st1 to st4. It repeats the minimization over \(\mathbf p\) symbolically with \(\mathbf f\) taken from the Coulomb gradient, tests hydrogen, the two routes to \(\alpha_c\), the induced potential and the quadrature, and compares ECP with AE. It also obtains \(\alpha\) from the definition, by diagonalizing the coupled \(s\)–\(p\) Hamiltonian in a field. The quantity \(-2[E(F)-E(0)]/F^2\) equals \(\alpha+cF^2+\dots\); it is 292.911 at \(F=5\times10^{-4}\) and 292.660 at \(F=10^{-3}\). Doubling \(F\) multiplies the \(cF^2\) term by four, so \((4\times292.911-292.660)/3=292.995\) is free of it and agrees with the Dalgarno–Lewis value 292.996. The coefficient \(c\) is not the true hyperpolarizability, since the \(d\) channel enters at that order and is omitted. Halving the grid step at fixed parameters gives 293.006.

## Table of computed values

```
inputs: target 4s -0.1595 Ha, target 4p -0.1002 Ha, rough alpha 290 au
basis 22s16p6d, 100 functions; grid step 0.02 bohr, r_max 70 bohr
hydrogen test alpha = 4.5014 au (exact 4.5)
K+ RHF energy = -598.9704 Ha; field used = 0.004 au
alpha_c dipole = 5.4530 au; from energy = 5.4529 au
induced potential/F at z=8: -0.085204 bohr; -alpha_c/z^2 = -0.085203
frozen-core 4s -0.14697, 5s -0.06095 Ha
frozen-core 4p -0.09555, 5p -0.04556 Ha
ECP s: A = 15.6786 Ha, b = 0.8746 bohr^-2
ECP p: A = 2.8866 Ha, b = 0.3775 bohr^-2
quantity                                     ECP          AE
gamma (bohr^-2)                           0.5091      0.5339
st1 eps 4s (Ha)                         -0.14697    -0.14697
st1 eps 4p (Ha)                         -0.09555    -0.09555
st1 gap (Ha)                             0.05142     0.05142
st1 radial integral R (bohr)              5.6220      5.5979
st1 oscillator strength f                 1.0835      1.0742
st1 4p term (au)                          409.81      406.30
st1 alpha valence (au)                    411.00      407.42
st3 eps 4s (Ha)                         -0.15950    -0.15950
st3 eps 4p (Ha)                         -0.10025    -0.10046
st3 gap (Ha)                             0.05925     0.05904
st3 radial integral R (bohr)              5.2706      5.2422
st3 oscillator strength f                 1.0973      1.0817
st3 4p term (au)                          312.55      310.29
st3 alpha valence (au)                    313.97      311.53
st4 radial integral R (bohr)              5.0469      5.0210
st4 oscillator strength f                 1.0062      0.9923
st4 4p term (au)                          286.59      284.65
st4 alpha valence (au)                    287.54      285.56
total st1 frozen core (au)                411.00      407.42
total st2 + alpha_c (au)                  416.46      412.88
total st3 + CPP (au)                      319.42      316.99
total st4 + screening (au)                293.00      291.01
change by CPP (au)                        -97.03      -95.89
change by screening (au)                  -26.43      -25.97
st4 deviation from rough value (%)           1.0         0.3
screening ratio, CPP orbitals             0.9576      0.9578
screening ratio, frozen orbitals          0.9641      0.9643
screening ratio, finite-field RHF (static RPA) = 0.9664
finite field F=5e-4: 292.911 au, F=1e-3: 292.660 au, extrapolated 292.995 au
Dalgarno-Lewis total 292.996 au; grid step 0.01: 293.006 au
refit A_p = 2.8983 Ha, gap = 0.05930 Ha, R = 5.0469 bohr
refit valence = 287.32 au, total = 292.77 au
neglected Pauli term = -0.124 au
```
